# Folded acoustic modes of 6H-SiC from a sine-shaped branch: a numerical check

```python
"""Folded transverse acoustic modes of 6H-SiC.

Result under test: identical bilayers joined by nearest-neighbour springs have
  w(x) = w_B sin(pi x/2),  x = q/(pi/b),  b = bilayer spacing = c/6,
and the six-bilayer cell folds x = 1/3, 2/3, 1 onto the zone centre.
The sine lies below the measured lines; a second-neighbour term,
  w^2 = A1 sin^2(pi x/2) + A2 sin^2(pi x),
set by the lower line, predicts the upper one.
w: wavenumber in cm^-1; A1, A2, A3: squared wavenumbers (4 * spring / mass).
Dynamical matrices assembled spring by spring give the independent side.
"""
import numpy as np
from scipy import constants as const

# Given data (cm^-1) and rough typical material values
w_boundary, w_low, w_high = 266.0, 147.0, 239.0
c_axis_nm = 1.51
mass_si, mass_c = 28.085, 12.011          # atomic mass units
shear_modulus, density = 160e9, 3200.0    # Pa, kg/m^3, rough
w_optical = 800.0                         # cm^-1, rough
refractive_index, laser_nm = 2.7, 532.0   # rough index
doublet_split = 5.0                       # cm^-1, rough
volume_expansion, gruneisen_size = 1.2e-5, 1.0   # 1/K, rough
room_T, use_T = 300.0, 500.0

b_nm = c_axis_nm / 6
to_angular = 2 * np.pi * const.c * 100    # cm^-1 to rad/s
to_meV = const.h * const.c * 100 / const.e * 1000


def ring_frequencies(masses, links, phase=0.0):
    """Sorted frequencies; a link is (site i, site j, distance, spring)."""
    D = np.zeros((len(masses), len(masses)), dtype=complex)
    for i, j, distance, k in links:
        D[i, i] += k / masses[i]
        D[j, j] += k / masses[j]
        coupling = k * np.exp(1j * phase * distance)
        coupling /= np.sqrt(masses[i] * masses[j])
        D[i, j] -= coupling
        D[j, i] -= np.conj(coupling)
    return np.sqrt(np.clip(np.linalg.eigvalsh(D), 0, None))


def bilayer_ring(A1, A2=0.0, A3=0.0, phase=0.0, link_factors=None):
    """Six unit-mass bilayers; phase is the extra Bloch phase per bilayer."""
    factors = np.ones(6) if link_factors is None else link_factors
    links = []
    for i in range(6):
        links.append((i, (i + 1) % 6, 1, factors[i] * A1 / 4))
        links.append((i, (i + 2) % 6, 2, A2 / 4))
        links.append((i, (i + 3) % 6, 3, A3 / 4))
    return ring_frequencies(np.ones(6), links, phase)


def branch(x, A1, A2=0.0):
    return np.sqrt(A1 * np.sin(np.pi * x / 2)**2
                   + A2 * np.sin(np.pi * x)**2)


folded_x = np.array([0, 1/3, 1/3, 2/3, 2/3, 1])
A1 = w_boundary**2

# Folding of the sine branch
sine = w_boundary * np.sin(np.pi * folded_x / 2)
assert np.allclose(bilayer_ring(A1), sine, atol=1e-4)
sine_low, sine_high = sine[1], sine[3]
assert sine_low < w_low and sine_high < w_high

# Second-neighbour term fixed by the lower line only
A2 = (w_low**2 - A1 * np.sin(np.pi/6)**2) / np.sin(np.pi/3)**2
ring2 = bilayer_ring(A1, A2)
assert np.allclose(ring2, branch(folded_x, A1, A2), atol=1e-4)
pred_high = ring2[3]
assert abs(pred_high - w_high) < 1.5      # data not used in the fit


def upper_from_lower(lower):
    second = (lower**2 - A1 / 4) / 0.75
    return branch(2/3, A1, second)


high_minus = upper_from_lower(w_low - 1)
high_plus = upper_from_lower(w_low + 1)

# Difference-of-squares rule: independent of A2, checked by matrices and data
for trial in (-2000.0, 3000.0, 9000.0):
    f = bilayer_ring(A1, trial)
    assert abs(f[3]**2 - f[1]**2 - A1 / 2) < 1e-5 * A1
square_data, square_rule = w_high**2 - w_low**2, A1 / 2
assert abs(square_data / square_rule - 1) < 0.02

# Third-neighbour term demanded by all three data
xs = np.array([1/3, 2/3, 1])
system = np.array([[np.sin(p * np.pi * x / 2)**2 for p in (1, 2, 3)]
                   for x in xs])
B1, B2, B3 = np.linalg.solve(system, np.array([w_low, w_high, w_boundary])**2)
ring3 = bilayer_ring(B1, B2, B3)
assert np.allclose(ring3[[1, 3, 5]], [w_low, w_high, w_boundary], atol=1e-4)
assert abs(B3) < 0.1 * abs(B2)

# Sound speed from the smallest-wavevector eigenvalue and from the formula
small = 1e-3
speeds = []
for second in (0.0, A2):
    slope = bilayer_ring(A1, second, phase=small)[0] / small
    formula = np.sqrt(A1 + 4 * second) / 2
    assert abs(slope / formula - 1) < 1e-5
    speeds.append(formula * to_angular * b_nm * 1e-9)
elastic_speed = np.sqrt(shear_modulus / density)
assert abs(speeds[1] / elastic_speed - 1) < 0.05
assert abs(speeds[0] - elastic_speed) > abs(speeds[1] - elastic_speed)


# Motion inside the bilayer: chain of two atoms and two springs
def atom_ring(m1, m2, k_in, k_out):
    links = [(i, (i + 1) % 12, 1, k_in if i % 2 == 0 else k_out)
             for i in range(12)]
    return ring_frequencies(np.array([m1, m2] * 6), links)


S = 1 - (1 - 2 * (w_boundary / w_optical)**2)**2
reduced_mass = mass_si * mass_c / (mass_si + mass_c)
spring_sum = w_optical**2 * reduced_mass
mass_factor = 4 * reduced_mass / (mass_si + mass_c)
contrast = np.sqrt(1 - S / mass_factor)
k_in, k_out = spring_sum / 2 * (1 + contrast), spring_sum / 2 * (1 - contrast)
two_atom = atom_ring(mass_si, mass_c, k_in, k_out)
closed = np.sqrt(w_optical**2 / 2
                 * (1 - np.sqrt(1 - S * np.sin(np.pi * folded_x / 2)**2)))
assert np.allclose(two_atom[:6], closed, atol=1e-3)
assert abs(two_atom[-1] - w_optical) < 1e-6
for mass_ratio in (1.2, 2.3, 5.0):
    for spring_ratio in (1.3, 3.0, 10.0):
        f = atom_ring(mass_ratio, 1.0, spring_ratio, 1.0)
        assert f[1] / f[5] < np.sin(np.pi/6)
        assert f[3] / f[5] < np.sin(np.pi/3)

# Splitting by the wavevector of light, backscattering along c
q_light = 4 * np.pi * refractive_index / laser_nm
x_light = q_light * b_nm / np.pi


def light_splitting(x):
    slope_sq = (A1 * np.pi / 2 * np.sin(np.pi * x)
                + A2 * np.pi * np.sin(2 * np.pi * x))
    return 2 * x_light * slope_sq / (2 * branch(x, A1, A2))


light_low, light_high = light_splitting(1/3), light_splitting(2/3)
shifted = bilayer_ring(A1, A2, phase=np.pi * x_light)
assert abs(shifted[2] - shifted[1] - light_low) < 0.01
assert abs(shifted[4] - shifted[3] - light_high) < 0.01
assert ring2[2] - ring2[1] < 1e-6 and ring2[4] - ring2[3] < 1e-6

# Splitting by stacking: a layer is hexagonal if its neighbours are alike
stacking = "ABCACB"
hexagonal = np.array([stacking[i - 1] == stacking[(i + 1) % 6]
                      for i in range(6)])
assert hexagonal.sum() == 2 and np.array_equal(hexagonal[:3], hexagonal[3:])
gap_low = np.sqrt(doublet_split**2 - light_low**2)
epsilon = 3 * gap_low * w_low / (A1 * np.sin(np.pi/6)**2)
gap_high = epsilon * A1 * np.sin(np.pi/3)**2 / (3 * pred_high)
total_high = np.hypot(gap_high, light_high)
for sign in (1, -1):                      # stiffer or softer hexagonal link
    factors = 1 + sign * epsilon * (hexagonal - hexagonal.mean())
    still = bilayer_ring(A1, A2, link_factors=factors)
    moving = bilayer_ring(A1, A2, phase=np.pi * x_light, link_factors=factors)
    # tolerance: second-order mixing with the other folded modes
    assert abs(still[2] - still[1] - gap_low) < 0.25
    assert abs(still[4] - still[3] - gap_high) < 0.25
    assert abs(moving[2] - moving[1] - doublet_split) < 0.25
    assert abs(moving[4] - moving[3] - total_high) < 0.25

# Spring constants per bilayer cell and volume part of the thermal shift
cell_mass = (mass_si + mass_c) * const.atomic_mass
k1 = cell_mass * A1 * to_angular**2 / 4
k2 = cell_mass * A2 * to_angular**2 / 4
thermal = gruneisen_size * volume_expansion * (use_T - room_T)


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Given zone-boundary mode", w_boundary, "cm^-1", 0)
show("Given lower doublet centre", w_low, "cm^-1", 0)
show("Given upper doublet centre", w_high, "cm^-1", 0)
show("c axis, rough", c_axis_nm, "nm", 2)
show("Bilayer spacing b", b_nm, "nm", 4)
show("Sine prediction, x=1/3", sine_low, "cm^-1")
show("Sine prediction, x=2/3", sine_high, "cm^-1")
show("Sine prediction, x=1/3, converted", sine_low * to_meV, "meV", 2)
show("Sine prediction, x=2/3, converted", sine_high * to_meV, "meV", 2)
show("Sine minus measured, lower", sine_low - w_low, "cm^-1")
show("Sine minus measured, upper", sine_high - w_high, "cm^-1")
show("Relative error, lower", 100 * (sine_low / w_low - 1), "%")
show("Relative error, upper", 100 * (sine_high / w_high - 1), "%")
show("Sine amplitude needed by lower", w_low / np.sin(np.pi/6), "cm^-1")
show("Sine amplitude needed by upper", w_high / np.sin(np.pi/3), "cm^-1")
show("A1", A1, "cm^-2", 0)
show("A2 from lower line", A2, "cm^-2", 0)
show("A2/A1", A2 / A1, "", 4)
show("Nearest-bilayer spring k1", k1, "N/m")
show("Second-bilayer spring k2", k2, "N/m", 2)
show("Two-term prediction, upper", pred_high, "cm^-1")
show("Same, if lower centre is 1 cm^-1 less", high_minus, "cm^-1")
show("Same, if lower centre is 1 cm^-1 more", high_plus, "cm^-1")
show("Difference of squares, data", square_data, "cm^-2", 0)
show("Difference of squares, rule", square_rule, "cm^-2", 0)
show("A3 from all three data", B3, "cm^-2", 0)
show("Shear modulus C44, rough", shear_modulus / 1e9, "GPa", 0)
show("Density, rough", density / 1000, "g/cm^3")
show("Sound speed, sine", speeds[0] / 1000, "km/s", 2)
show("Sound speed, two-term", speeds[1] / 1000, "km/s", 2)
show("Sound speed, elastic data", elastic_speed / 1000, "km/s", 2)
show("Optical mode, rough", w_optical, "cm^-1", 0)
show("Two-atom chain parameter S", S, "", 3)
show("Two-atom chain, lower", two_atom[1], "cm^-1")
show("Two-atom chain, upper", two_atom[3], "cm^-1")
show("Laser wavelength", laser_nm, "nm", 0)
show("Refractive index, rough", refractive_index, "")
show("Raman wavevector", q_light, "nm^-1", 4)
show("Raman wavevector as x", x_light, "", 5)
show("Light splitting, lower", light_low, "cm^-1")
show("Light splitting, upper", light_high, "cm^-1")
show("Lower doublet splitting, rough input", doublet_split, "cm^-1", 0)
show("Stacking gap, lower", gap_low, "cm^-1")
show("Relative link difference, size", 100 * epsilon, "%")
show("Stacking gap, upper", gap_high, "cm^-1")
show("Total splitting estimated, upper", total_high, "cm^-1")
show("Volume expansion, rough", volume_expansion * 1e6, "1e-6/K", 0)
show("Gruneisen parameter, assumed size", gruneisen_size, "", 0)
show("Reference temperature", room_T, "K", 0)
show("Operating temperature", use_T, "K", 0)
show("Thermal shift size, lower", thermal * w_low, "cm^-1")
show("Thermal shift size, upper", thermal * w_high, "cm^-1")
print("ALL CHECKS PASSED")
```

Output:

```
Given zone-boundary mode: 266 cm^-1
Given lower doublet centre: 147 cm^-1
Given upper doublet centre: 239 cm^-1
c axis, rough: 1.51 nm
Bilayer spacing b: 0.2517 nm
Sine prediction, x=1/3: 133.0 cm^-1
Sine prediction, x=2/3: 230.4 cm^-1
Sine prediction, x=1/3, converted: 16.49 meV
Sine prediction, x=2/3, converted: 28.56 meV
Sine minus measured, lower: -14.0 cm^-1
Sine minus measured, upper: -8.6 cm^-1
Relative error, lower: -9.5 %
Relative error, upper: -3.6 %
Sine amplitude needed by lower: 294.0 cm^-1
Sine amplitude needed by upper: 276.0 cm^-1
A1: 70756 cm^-2
A2 from lower line: 5227 cm^-2
A2/A1: 0.0739
Nearest-bilayer spring k1: 41.8 N/m
Second-bilayer spring k2: 3.09 N/m
Two-term prediction, upper: 238.7 cm^-1
Same, if lower centre is 1 cm^-1 less: 238.1 cm^-1
Same, if lower centre is 1 cm^-1 more: 239.3 cm^-1
Difference of squares, data: 35512 cm^-2
Difference of squares, rule: 35378 cm^-2
A3 from all three data: -89 cm^-2
Shear modulus C44, rough: 160 GPa
Density, rough: 3.2 g/cm^3
Sound speed, sine: 6.30 km/s
Sound speed, two-term: 7.18 km/s
Sound speed, elastic data: 7.07 km/s
Optical mode, rough: 800 cm^-1
Two-atom chain parameter S: 0.393
Two-atom chain, lower: 127.0 cm^-1
Two-atom chain, upper: 226.5 cm^-1
Laser wavelength: 532 nm
Refractive index, rough: 2.7
Raman wavevector: 0.0638 nm^-1
Raman wavevector as x: 0.00511
Light splitting, lower: 3.8 cm^-1
Light splitting, upper: 1.8 cm^-1
Lower doublet splitting, rough input: 5 cm^-1
Stacking gap, lower: 3.2 cm^-1
Relative link difference, size: 8.0 %
Stacking gap, upper: 5.9 cm^-1
Total splitting estimated, upper: 6.2 cm^-1
Volume expansion, rough: 12 1e-6/K
Gruneisen parameter, assumed size: 1
Reference temperature: 300 K
Operating temperature: 500 K
Thermal shift size, lower: 0.4 cm^-1
Thermal shift size, upper: 0.6 cm^-1
ALL CHECKS PASSED
```
